# Banded Sturmian matrices of r cos θ and the gradient: a numerical check

```python
"""Banded matrix elements between Coulomb Sturmians with a common exponent.

S_nl(r) = N x^(l+1) exp(-x/2) L_{n-l-1}^{2l+1}(x), x = 2 kappa r,
normalized by integral S_nl^2 dr/r = 1; basis function = S_nl/r * Y_lm.
Claims under test, for l -> l+1 and the ordinary volume measure:
  <n',l+1,m| r cos(theta) |n,l,m> = A V(n',n) / (4 kappa^2), five bands,
  <n',l+1,m| d/dz         |n,l,m> = A D(n',n),               two bands,
where A is the angular integral of cos(theta).
Matrices below use length 1/kappa and energy hbar^2 kappa^2/m_e.
Hydrogen has a fixed nucleus; the electron has charge -e.
"""
from fractions import Fraction
from math import comb, factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import eigsh
from scipy.special import eval_genlaguerre, lpmv


# ---------- derived formulas ----------
def x_band(np_, n, l):
    """Matrix of x in the 1/r-weighted product, same l."""
    if np_ == n:
        return 2.0 * n
    if abs(np_ - n) == 1:
        low = min(np_, n)
        return -sqrt((low - l) * (low + l + 1))
    return 0.0


def u_band(np_, n, l):
    """Integral of S_{n',l+1} S_{n,l} dx."""
    if np_ < l + 2:
        return 0.0
    if np_ == n + 1:
        return sqrt((n + l + 1) * (n + l + 2))
    if np_ == n:
        return -2 * sqrt((n - l - 1) * (n + l + 1))
    if np_ == n - 1:
        return sqrt((n - l - 1) * (n - l - 2))
    return 0.0


def v_band(np_, n, l):
    """Integral of x S_{n',l+1} S_{n,l} dx."""
    if np_ < l + 2 or abs(np_ - n) > 2:
        return 0.0
    p = sqrt((n + l + 1) * (n + l + 2))
    q = sqrt((n - l - 1) * (n - l - 2))
    if np_ == n + 2:
        return -p * sqrt((n - l) * (n + l + 3))
    if np_ == n + 1:
        return 2 * (2 * n - l) * p
    if np_ == n:
        return -6 * n * sqrt((n - l - 1) * (n + l + 1))
    if np_ == n - 1:
        return 2 * (2 * n + l) * q
    return -q * sqrt((n - l - 3) * (n + l))


def d_band(np_, n, l):
    """Radial part of the gradient, l -> l+1."""
    if np_ < l + 2:
        return 0.0
    if np_ == n + 1:
        return -0.5 * sqrt((n + l + 1) * (n + l + 2))
    if np_ == n - 1:
        return 0.5 * sqrt((n - l - 1) * (n - l - 2))
    return 0.0


def angular(component, l, m):
    """<l+1,m'| unit-vector component |l,m>; component z, x+iy or x-iy."""
    den = (2 * l + 1) * (2 * l + 3)
    if component == 0:
        return sqrt(((l + 1) ** 2 - m * m) / den)
    s = component * m
    return -component * sqrt((l + s + 1) * (l + s + 2) / den)


# ---------- test 1: exact rational radial integrals ----------
def sturmian_poly(n, l):
    """Coefficients of P in S = exp(-x/2) P(x), before normalization."""
    k, alpha = n - l - 1, 2 * l + 1
    return [Fraction(0)] * (l + 1) + [
        Fraction((-1) ** i * comb(k + alpha, k - i), factorial(i))
        for i in range(k + 1)]


def slope(poly):
    """Polynomial part of dS/dx."""
    out = [-c / 2 for c in poly]
    for i in range(1, len(poly)):
        out[i - 1] += i * poly[i]
    return out


def integral(a, b, power=0):
    """Exact integral of a(x) b(x) x^power exp(-x) over x > 0."""
    total = Fraction(0)
    for i, ca in enumerate(a):
        if ca:
            for j, cb in enumerate(b):
                if cb:
                    total += ca * cb * factorial(i + j + power)
    return total


def close(a, b, tol=1e-11):
    return abs(float(a) - b) <= tol * (1 + abs(b))


checked = 0
for l in range(4):
    lower = {n: sturmian_poly(n, l) for n in range(l + 1, l + 8)}
    upper = {n: sturmian_poly(n, l + 1) for n in range(l + 2, l + 11)}
    norm_low = {n: sqrt(integral(f, f, -1)) for n, f in lower.items()}
    norm_up = {n: sqrt(integral(f, f, -1)) for n, f in upper.items()}
    for n, f in lower.items():
        df = slope(f)
        for k, g in lower.items():
            w = norm_low[n] * norm_low[k]
            assert close(float(integral(g, f, -1)) / w, float(k == n))
            assert close(float(integral(g, f)) / w, x_band(k, n, l))
            kin = integral(slope(g), df) + l * (l + 1) * (
                integral(g, f, -2) if l else 0)
            formula = n * (k == n) - x_band(k, n, l) / 4
            assert close(float(kin) / w, formula)
        for k, g in upper.items():
            w = norm_low[n] * norm_up[k]
            u_exact = float(integral(g, f)) / w
            v_exact = float(integral(g, f, 1)) / w
            up = integral(g, df) - (l + 1) * integral(g, f, -1)
            down = integral(f, slope(g)) + (l + 1) * integral(f, g, -1)
            d_exact = float(up) / w
            assert close(u_exact, u_band(k, n, l))
            assert close(v_exact, v_band(k, n, l))
            assert close(d_exact, d_band(k, n, l))
            assert close(float(down) / w, -d_band(k, n, l))
            assert close(d_exact, -(k - n) * u_exact / 2)
            checked += 1


# ---------- test 2: three-dimensional quadrature, kappa = 1 ----------
def orbital(pos, n, l, m):
    X, Y, Z = pos
    r = np.sqrt(X * X + Y * Y + Z * Z)
    k = abs(m)
    ynorm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    harm = ynorm * lpmv(k, l, Z / r) * np.exp(1j * k * np.arctan2(Y, X))
    if m < 0:
        harm = (-1) ** k * np.conj(harm)
    norm = sqrt(factorial(n - l - 1) / factorial(n + l))
    rad = norm * (2 * r) ** (l + 1) * np.exp(-r) / r
    return rad * eval_genlaguerre(n - l - 1, 2 * l + 1, 2 * r) * harm


t, wt = np.polynomial.legendre.leggauss(90)
radius, w_radius = 17.5 * (t + 1), 17.5 * wt
cosine, w_cosine = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * np.arange(12) / 12
R, C, P = np.meshgrid(radius, cosine, phi, indexing="ij")
weight = (w_radius[:, None, None] * w_cosine[None, :, None]
          * (2 * pi / 12) * R ** 2)
sine = np.sqrt(1 - C * C)
points = np.array([R * sine * np.cos(P), R * sine * np.sin(P), R * C])


def numerical_gradient(n, l, m, h=1e-3):
    parts = []
    for axis in range(3):
        e = np.zeros((3, 1, 1, 1))
        e[axis] = h
        near = orbital(points + e, n, l, m) - orbital(points - e, n, l, m)
        far = (orbital(points + 2 * e, n, l, m)
               - orbital(points - 2 * e, n, l, m))
        parts.append((8 * near - far) / (12 * h))
    return parts


for n, l, m, n_up in [(3, 1, -1, 4), (4, 1, 1, 3), (2, 0, 0, 3), (4, 1, 0, 4)]:
    psi = orbital(points, n, l, m)
    grad = numerical_gradient(n, l, m)
    for comp in (0, 1, -1):
        bra = np.conj(orbital(points, n_up, l + 1, m + comp)) * weight
        if comp == 0:
            position, derivative = points[2], grad[2]
        else:
            position = points[0] + 1j * comp * points[1]
            derivative = grad[0] + 1j * comp * grad[1]
        ang = angular(comp, l, m)
        z_num = np.sum(bra * position * psi)
        d_num = np.sum(bra * derivative)
        # finite-difference error sets the tolerance
        assert abs(z_num - ang * v_band(n_up, n, l) / 4) < 1e-7
        assert abs(d_num - ang * d_band(n_up, n, l)) < 1e-7


# ---------- matrices for m = 0 ----------
def matrices(n_radial, l_max):
    states = [(l, l + 1 + k) for l in range(l_max + 1)
              for k in range(n_radial)]
    size = len(states)
    S, T, Z, D = (np.zeros((size, size)) for _ in range(4))
    for i, (li, ni) in enumerate(states):
        for j, (lj, nj) in enumerate(states):
            if li == lj:
                S[i, j] = x_band(ni, nj, li) / 2
                T[i, j] = nj * (ni == nj) - x_band(ni, nj, li) / 4
            elif li == lj + 1:
                a = angular(0, lj, 0)
                Z[i, j] = Z[j, i] = a * v_band(ni, nj, lj) / 4
                D[i, j] = a * d_band(ni, nj, lj)
                D[j, i] = -D[i, j]
    return S, T, Z, D


def eigenvalue_near(H, S, sigma):
    value = eigsh(csc_matrix(H), k=1, M=csc_matrix(S), sigma=sigma,
                  which="LM", v0=np.ones(len(H)), return_eigenvectors=False)
    return float(value[0])


def widest_row(H):
    return int(np.max(np.count_nonzero(H, axis=1)))


hbar, mass, charge = const.hbar, const.m_e, const.e
coulomb = 4 * pi * const.epsilon_0
a0 = coulomb * hbar ** 2 / (mass * charge ** 2)
hartree = hbar ** 2 / (mass * a0 ** 2)
micro_ev = 1e-6 * charge
field = 1.0e9
photon = 2.5 * charge
omega = photon / hbar
n_radial, l_max = 16, 4
S, T, Z, D = matrices(n_radial, l_max)
unit = np.eye(len(S))

# ---------- 2s-2p element, kappa = 1/(2 a0) ----------
z_2s2p = angular(0, 0, 0) * v_band(2, 2, 0) / 4 / 2 * 2  # in a0
direct = quad(lambda r: r * (r * (1 - r / 2) / sqrt(2))
              * (r * r / sqrt(24)) * np.exp(-r), 0, 80)[0] / sqrt(3)
assert abs(z_2s2p - direct) < 1e-8

# ---------- static polarizability, kappa = 1/a0 ----------
terms = [2 * (angular(0, 0, 0) * v_band(k, 1, 0) / 4) ** 2 / (k - 1)
         for k in (2, 3)]
alpha_closed = sum(terms)
r = sp.symbols("r", positive=True)
response = (r ** 2 + r ** 3 / 2) * sp.exp(-r)
residual = (-sp.diff(response, r, 2) / 2 + response / r ** 2 - response / r
            + response / 2 - r ** 2 * sp.exp(-r))
assert sp.simplify(residual) == 0
alpha_ode = (sp.Rational(2, 3)
             * sp.integrate(sp.expand(r ** 2 * response * sp.exp(-r)),
                            (r, 0, sp.oo))
             / sp.integrate(r ** 2 * sp.exp(-2 * r), (r, 0, sp.oo)))
assert abs(float(alpha_ode) - alpha_closed) < 1e-12


# ---------- static Stark shift for two exponents ----------
def stark_shift(F, kappa_a0):
    kappa = kappa_a0 / a0
    energy = hbar ** 2 * kappa ** 2 / mass
    H0 = T - unit / kappa_a0
    H = H0 + charge * F / (kappa * energy) * Z
    e1 = -0.5 / kappa_a0 ** 2
    value = eigenvalue_near(H, S, 1.04 * e1)
    return (value - e1) * energy, H


shift_1, H_stark = stark_shift(field, 1.0)
shift_2, _ = stark_shift(field, 0.8)
shift_double, _ = stark_shift(2 * field, 1.0)
quadratic = (16 * shift_1 - shift_double) / 12
alpha_field = -2 * quadratic / field ** 2 / (coulomb * a0 ** 3)
assert abs(shift_1 / shift_2 - 1) < 1e-7
assert abs(alpha_field / alpha_closed - 1) < 1e-6

# ---------- Floquet matrices in both gauges, kappa = 1/a0 ----------
photons = np.arange(-3, 4)
eye_N = np.eye(len(photons))
raise_N = np.eye(len(photons), k=-1)
base = (np.kron(eye_N, T - unit)
        - photon / hartree * np.kron(np.diag(photons), S))
big_S = np.kron(eye_N, S)
length_coupling = charge * field * a0 / (2 * hartree)
velocity_coupling = (charge * hbar * field / (2 * mass * omega)
                     / (hartree * a0))
H_length = base + length_coupling * np.kron(raise_N + raise_N.T, Z)
H_velocity = base + velocity_coupling * np.kron(raise_N.T - raise_N, D)
assert np.allclose(H_velocity, H_velocity.T, atol=1e-14)
shift_length = (eigenvalue_near(H_length, big_S, -0.52) + 0.5) * hartree
shift_bare = (eigenvalue_near(H_velocity, big_S, -0.52) + 0.5) * hartree
ponderomotive = charge ** 2 * field ** 2 / (4 * mass * omega ** 2)
shift_velocity = shift_bare + ponderomotive
# photon truncation and cancellation limit the agreement
assert abs(shift_velocity / shift_length - 1) < 1e-4
rows = [widest_row(M) for M in (H_stark, H_length, H_velocity)]
assert rows == [13, 23, 11]


# ---------- dynamic polarizability on a radial grid ----------
def grid_alpha(step, w):
    x = step * np.arange(1, int(round(40 / step)))
    source = 2 * x * x * np.exp(-x)
    total = 0.0
    for sign in (1, -1):
        band = np.full((3, len(x)), -0.5 / step ** 2)
        band[1] = 1 / step ** 2 + 1 / x ** 2 - 1 / x + 0.5 + sign * w
        total += step * np.dot(source, solve_banded((1, 1), band, source)) / 3
    return total


w_au = photon / hartree
alpha_dynamic = (4 * grid_alpha(0.01, w_au) - grid_alpha(0.02, w_au)) / 3
shift_grid = -alpha_dynamic * coulomb * a0 ** 3 * field ** 2 / 4
# the remaining difference is of fourth order in the field
assert abs(shift_length / shift_grid - 1) < 5e-4

# ---------- printed numbers ----------
print(f"Radial pairs checked exactly: {checked}")
print("Sample bands for l = 1, n = 5 (dimensionless):")
for k in range(7, 2, -1):
    print(f"  n' = {k}: V = {v_band(k, 5, 1):.4f}, D = {d_band(k, 5, 1):.4f}")
print(f"Bohr radius a0 = {a0:.6e} m")
print(f"2s-2p element of z = {z_2s2p:.6f} a0 = {z_2s2p * a0:.5e} m")
print(f"V(2,1), V(3,1) for l = 0: {v_band(2, 1, 0):.6f}, "
      f"{v_band(3, 1, 0):.6f}")
print(f"Polarizability terms n'=2, 3: {terms[0]:.6f}, {terms[1]:.6f} "
      "(4 pi eps0 a0^3)")
print(f"Static polarizability = {alpha_closed:.6f} (4 pi eps0 a0^3)")
print(f"  = {alpha_closed * coulomb * a0 ** 3:.5e} C m^2/V")
print(f"Same from finite fields = {alpha_field:.6f} (4 pi eps0 a0^3)")
print(f"Field (static, and peak of wave) = {field:.1e} V/m")
print(f"Radial functions per l = {n_radial}, largest l = {l_max}")
print(f"Stark shift, kappa a0 = 1.0: {shift_1 / micro_ev:.4f} micro-eV")
print(f"Stark shift, kappa a0 = 0.8: {shift_2 / micro_ev:.4f} micro-eV")
print(f"Quadratic part of shift: {quadratic / micro_ev:.4f} micro-eV")
print(f"Photon energy = {photon / charge:.2f} eV")
print(f"Photon blocks: N = {photons[0]} to {photons[-1]}")
print(f"Floquet shift, length: {shift_length / micro_ev:.4f} micro-eV")
print(f"Velocity, without A^2: {shift_bare / micro_ev:.4f} micro-eV")
print(f"A^2 mean energy: {ponderomotive / micro_ev:.4f} micro-eV")
print(f"Floquet shift, velocity: {shift_velocity / micro_ev:.4f} micro-eV")
print(f"Grid dynamic polarizability = {alpha_dynamic:.5f} (4 pi eps0 a0^3)")
print(f"Second-order shift from grid: {shift_grid / micro_ev:.4f} micro-eV")
print(f"Matrix sizes: Stark {len(H_stark)}, Floquet {len(H_length)}")
print(f"Most entries in a row: Stark {rows[0]}, Floquet length {rows[1]}, "
      f"Floquet velocity {rows[2]}")
print("OK")
```

Output:

```
Radial pairs checked exactly: 252
Sample bands for l = 1, n = 5 (dimensionless):
  n' = 7: V = -44.8999, D = 0.0000
  n' = 6: V = 134.6997, D = -3.7417
  n' = 5: V = -137.4773, D = 0.0000
  n' = 4: V = 53.8888, D = 1.2247
  n' = 3: V = -6.0000, D = 0.0000
Bohr radius a0 = 5.291772e-11 m
2s-2p element of z = -3.000000 a0 = -1.58753e-10 m
V(2,1), V(3,1) for l = 0: 9.797959, -4.898979
Polarizability terms n'=2, 3: 4.000000, 0.500000 (4 pi eps0 a0^3)
Static polarizability = 4.500000 (4 pi eps0 a0^3)
  = 7.41950e-41 C m^2/V
Same from finite fields = 4.499999 (4 pi eps0 a0^3)
Field (static, and peak of wave) = 1.0e+09 V/m
Radial functions per l = 16, largest l = 4
Stark shift, kappa a0 = 1.0: -231.5659 micro-eV
Stark shift, kappa a0 = 0.8: -231.5659 micro-eV
Quadratic part of shift: -231.5443 micro-eV
Photon energy = 2.50 eV
Photon blocks: N = -3 to 3
Floquet shift, length: -121.8912 micro-eV
Velocity, without A^2: -3169.8769 micro-eV
A^2 mean energy: 3047.9857 micro-eV
Floquet shift, velocity: -121.8912 micro-eV
Grid dynamic polarizability = 4.73739 (4 pi eps0 a0^3)
Second-order shift from grid: -121.8796 micro-eV
Matrix sizes: Stark 80, Floquet 560
Most entries in a row: Stark 13, Floquet length 23, Floquet velocity 11
OK
```
